# Why one thermal time constant fails for short heating pulses

**Q:** I characterise a phase-change test cell by its thermal resistance and time constant. The cell is a wide planar heater on 200 nm of crystalline Ge2Sb2Te5, with a metal heat sink underneath. Long pulses give $R=400$ m² K/GW and $\tau=42.1$ ns, so for a rectangular pulse of power density $q$ and duration $t$ I write the heater-side temperature rise as

$$\Delta T=qR\left(1-e^{-t/\tau}\right).$$

Reaching the onset of melting takes $\Delta T=600$ K, from 300 K to roughly 900 K. For a 0.5 ns pulse I get 127 mW/µm². Is there anything wrong with that?

**A:** Look at what the formula assumes when $t\ll\tau$. Then $1-e^{-t/\tau}\approx t/\tau$ and $\Delta T\approx qt/(\tau/R)$. You are heating a fixed heat capacity per area, $\tau/R$, however short the pulse is. How much material is that?

**Q:** For a layer of depth $L$, conductivity $k$ and heat capacity per volume $c$, I use $R=L/k$ and the slowest relaxation time $\tau=4L^2/(\pi^2\alpha)$, where $\alpha=k/c$. So $\tau/R=(4/\pi^2)\,cL$, the heat capacity of about 81 nm of material.

**A:** With $k=0.5$ W/(m K) and $c=1.30$ J/(cm³ K), both rough typical values, $\alpha=385$ nm²/ns. In 0.5 ns heat diffuses a distance of order $\sqrt{\alpha t}=13.9$ nm. Most of your 81 nm has not yet been warmed, and the sink has not been felt at all.

**Q:** Then the layer might as well be infinitely deep. What power does a half-space need?

**A:** Let the half-space occupy $x>0$, and let $\theta(x,t)$ be its temperature rise. For now the heater has no heat capacity, all its power enters the half-space, and $k$ and $c$ are constant. Energy balance with Fourier's law gives $\partial_t\theta=\alpha\,\partial_x^2\theta$.

Start with a unit energy per area released at the face at $t=0$. The response is

$$g(x,t)=\frac{e^{-x^2/4\alpha t}}{e\sqrt{\pi t}},\qquad e=\sqrt{kc},$$

where the coefficient $e$ is the effusivity (the $e$ carrying an exponent is the usual exponential). Three checks establish this.

- Differentiation gives $\partial_t g=g\left(\frac{x^2}{4\alpha t^2}-\frac1{2t}\right)$ and $\partial_x^2g=g\left(\frac{x^2}{4\alpha^2t^2}-\frac1{2\alpha t}\right)$, so the diffusion equation holds.
- $\partial_xg=0$ at $x=0$, so no heat crosses the face after the release. As $t\to0$, $g$ vanishes at every $x>0$.
- The stored energy is $c\int_0^\infty g\,dx=\frac{c}{e\sqrt{\pi t}}\sqrt{\pi\alpha t}=\frac{c\sqrt\alpha}{e}=1$.

The equation is linear, so a constant flux is a succession of such releases:

$$\theta(x,t)=q\int_0^t g(x,t')\,dt'.$$

At the face,

$$\theta(0,t)=\frac{q}{e\sqrt\pi}\int_0^t\frac{dt'}{\sqrt{t'}}=\frac{2q}{e}\sqrt{\frac t\pi}.$$

Since $g$ is largest at $x=0$, the face is the hottest place. At a time $s$ after the pulse ends its rise is proportional to $\sqrt{t+s}-\sqrt s$, which falls with $s$, so the peak comes at the end of the pulse. Setting it equal to $\Delta T$ gives

$$q=\frac{\sqrt\pi}{2}\,\frac{e\,\Delta T}{\sqrt t}.$$

The power goes as the inverse square root of the duration. The energy per area, $qt=\frac{\sqrt\pi}{2}\,c\sqrt{\alpha t}\,\Delta T$, shrinks with the pulse because the heated depth shrinks.

**Q:** And the number for my cell?

**A:** Here $e=806$ W s$^{1/2}$/(m² K). For 8 ns,

$$q=\frac{0.886\times806\times600}{\sqrt{8\times10^{-9}}}=4.79\times10^9\ \text{W/m}^2=4.79\ \text{mW/µm}^2.$$

A pulse 16 times shorter, 0.5 ns, needs 4 times the power, 19.2 mW/µm². Your formula asked for 127. These are the power densities in mW/µm² for the same 600 K rise; "layer" includes the sink at 200 nm:

| $t$ (ns) | half-space | layer | single $\tau$ |
|---|---|---|---|
| 0.5 | 19.2 | 19.2 | 127 |
| 2 | 9.59 | 9.59 | 32.4 |
| 8 | 4.79 | 4.79 | 8.68 |
| 32 | 2.40 | 2.42 | 2.82 |
| 128 | 1.20 | 1.56 | 1.58 |
| 512 | 0.60 | 1.50 | 1.50 |

Your model is within about 1% of the layer at 128 ns, roughly $3\tau$. The half-space law fails there, because it ignores the sink.

**Q:** But the layer really does relax exponentially. How can exponentials produce a square root?

**A:** There are many of them. The steady profile is $q(L-x)/k$. Its difference from $\theta$, called $w$, obeys the diffusion equation with $\partial_xw=0$ at $x=0$, $w=0$ at $x=L$, and $w=q(L-x)/k$ initially. The matching modes are $\cos\kappa x$ with $\kappa=m\pi/2L$ and $m$ odd. They decay at rates $\alpha\kappa^2=m^2/\tau$. Their initial amplitudes are

$$b_m=\frac{2q}{kL}\int_0^L(L-x)\cos\kappa x\,dx=\frac{2q}{kL}\,\frac{1-\cos\kappa L}{\kappa^2}=\frac{qL}{k}\,\frac{8}{\pi^2m^2}.$$

The integration by parts leaves no boundary term, and $\cos\kappa L=0$. Because $\theta(0,0)=0$, the weights $8/(\pi^2m^2)$ add up to one, and

$$\theta(0,t)=\frac{qL}{k}\sum_{m\ \rm odd}\frac{8}{\pi^2m^2}\left(1-e^{-m^2t/\tau}\right).$$

For $t\ll\tau$ the terms vary slowly from one $m$ to the next. The spacing is 2, so the sum becomes half an integral. With $u=m\sqrt{t/\tau}$,

$$\theta(0,t)\approx\frac{qL}{k}\,\frac{4}{\pi^2}\sqrt{\frac t\tau}\int_0^\infty\frac{1-e^{-u^2}}{u^2}\,du.$$

Integration by parts turns the integral into $2\int_0^\infty e^{-u^2}du=\sqrt\pi$. Inserting $\sqrt\tau=2L/(\pi\sqrt\alpha)$,

$$\theta(0,t)\approx\frac{qL}{k}\,\frac{4}{\pi^{3/2}}\,\frac{\pi\sqrt{\alpha t}}{2L}=\frac{2q}{k}\sqrt{\frac{\alpha t}{\pi}}=\frac{2q}{e}\sqrt{\frac t\pi}.$$

The depth $L$ has cancelled. Your formula gives the whole of $R$ to the slowest rate, although that mode's weight is only $8/\pi^2=0.81$. It therefore loses the fast modes that carry the early rise.

**Q:** How fast does my error grow?

**A:** Divide your short-pulse power $\Delta T\,\tau/(Rt)$ by the half-space power:

$$\frac{q_{\rm single}}{q}=\frac{2\tau}{\sqrt\pi\,Re\sqrt t}=\frac{8L}{\pi^{5/2}\sqrt{\alpha t}},$$

using $\tau/R=4cL/\pi^2$ and $c/e=1/\sqrt\alpha$. It grows without limit as $t\to0$, as long as the half-space law itself holds. At 0.5 ns it gives 6.6, as in the table.

In energy terms, $1-e^{-x}\le x$ means your model never allows less than $\Delta T\,\tau/R=63.2$ pJ/µm². The half-space needs 9.59 pJ/µm² at 0.5 ns.

**Q:** Suppose I refit $\tau$ to short-pulse data instead.

**A:** You can match the power at one duration, but not the trend. With $x=t/\tau$, your model has $\ln q=\text{const}-\ln(1-e^{-x})$, so its local exponent is

$$\frac{d\ln q}{d\ln t}=-\frac{x}{e^x-1}.$$

Since $(e^x-1)/x=1+x/2+x^2/6+\dots$ increases with $x$, the exponent runs steadily from $-1$ to $0$. It passes through $-1/2$ once, at $t=1.256\,\tau$. Any finite $\tau$ returns you to $1/t$ for short enough pulses.

**Q:** Suppose instead that the face is held at $\Delta T$ throughout the pulse. Does the law survive?

**A:** It does, with another prefactor. Try $q(t)=e\Delta T/\sqrt{\pi t}$ in the superposition:

$$\theta(0,t)=\int_0^t\frac{q(t')\,dt'}{e\sqrt{\pi(t-t')}}=\frac{\Delta T}{\pi}\int_0^t\frac{dt'}{\sqrt{t'(t-t')}}=\Delta T.$$

The substitution $t'=t\sin^2\phi$ turns the last integral into $\int_0^{\pi/2}2\,d\phi=\pi$. The flux averaged over the pulse is $2e\Delta T/\sqrt{\pi t}$, which is $4/\pi$ times the rectangular value. For 8 ns the mean is 6.10 mW/µm² and the final flux is 3.05 mW/µm².

**Q:** You assumed constant properties. My material's conductivity changes with temperature, and it melts.

**A:** The exponent does not need linearity. Let $H(T)$ be the enthalpy per volume, latent heat included, so that $\partial_tH=\partial_x(k(T)\,\partial_xT)$. If $T(x,t)$ solves this with flux $q$, consider $T(x/\lambda,\,t/\lambda^2)$. Both sides of the equation acquire a factor $\lambda^{-2}$, the starting temperature is unchanged, and the flux becomes $q/\lambda$. The face therefore reaches the same temperature with flux $q/\lambda$ at time $\lambda^2t$. Its temperature depends on $q^2t$ alone, and a fixed peak again requires $q\propto t^{-1/2}$.

I tried this numerically in dimensionless units with $k=1+u/2$, where $u$ is the temperature rise, unit heat capacity, and a unit latent heat spread over $0.9<u<1.1$. A flux of 4.8 for a time 0.25 gave a face rise of 1.7715. A flux of 2.4 for a time 1 gave 1.7714. The constant-property law gives 2.71, so the prefactor changes a good deal while the scaling holds.

The argument requires that no length or time is built in. Finite crystallisation or melting rates would supply a time.

**Q:** Real heaters have dimensions. Where does the law stop?

**A:** At long times it stops at the sink, as the table shows, or at the heater's edge. Take a disc of radius $a$ with the rest of the face insulated. Each release also spreads sideways as a Gaussian, so the centre receives the planar response times

$$\int_0^a\frac{e^{-r^2/4\alpha t'}}{4\pi\alpha t'}\,2\pi r\,dr=1-e^{-a^2/4\alpha t'}.$$

The subtracted part has the form of $g$ at depth $a$, so the centre's rise equals the planar $\theta(0,t)-\theta(a,t)$. For a disc 1 µm across on a half-space, the planar rise is multiplied by 0.9995 at 32 ns and by 0.94 at 128 ns.

At short times the heater's own heat capacity $C$ per area takes over. If it absorbed everything, its rise would be $qt/C$. By the held-face result, each step $\delta$ in face temperature draws a flux $e\delta/\sqrt{\pi(t-t')}$, so this ramp would send into the half-space

$$\frac qC\int_0^t\frac{e\,dt'}{\sqrt{\pi(t-t')}}=q\,\frac{2}{\sqrt\pi}\sqrt{\frac{t}{t_h}},\qquad t_h=\left(\frac Ce\right)^2.$$

For $t\ll t_h$ that is a small part of $q$, and the power returns to $C\Delta T/t$.

**Q:** So $1/t$ does come back!

**A:** Yes, but with the film's heat capacity, not the layer's. For 5 nm of titanium nitride at roughly 3 J/(cm³ K), $C=0.015$ J/(m² K) and $t_h=0.35$ ns. Heating the film as well as the half-space raises the power needed at 0.5 ns from 19.2 to about 35 mW/µm², and at 8 ns from 4.79 to about 5.7. The law needs $t$ far above $t_h$, because the film's excess falls only as about $\frac{\sqrt\pi}{2}\sqrt{t_h/t}$: it is still about 20% at 8 ns, which is $23\,t_h$. It also needs $\sqrt{\alpha t}$ well below both $a$ and $L$. For this film on the 200 nm layer the two conditions barely overlap. The power comes no closer to the square-root law than about 10%, near 30 to 40 ns.

**Q:** My heater also has oxide behind it.

**A:** The oxide draws power of its own. If the oxide and the Ge2Sb2Te5 are both deep, the film's heat capacity is negligible and thermal contact is perfect, both faces share one temperature. Each side then draws its own flux, and $e$ is replaced by $e+e_{\rm ox}$. With $e_{\rm ox}=1520$ W s$^{1/2}$/(m² K), the heater power is multiplied by 2.89 at every duration, and the exponent stays.

I also solved a fuller one-dimensional stack: 1 µm of oxide on its own sink, the film, a contact resistance of 20 m² K/GW on each side of it, and your layer. For a rectangular pulse that brings the Ge2Sb2Te5 face to a 600 K rise at its end, the heater needs 70.4, 28.6, 13.8 and 6.88 mW/µm² at 0.5, 2, 8 and 32 ns. The mean exponents between these durations are $-0.65$, $-0.53$ and $-0.50$. From 32 to 128 ns it is $-0.43$, so the square-root range is limited: the local exponent stays within about 0.03 of $-0.50$ only from roughly 4 to 40 ns.

At 0.5 ns the ideal two-sided law would give $2.89\times19.2\approx55$ mW/µm². The stack needs about 27% more than that. The excess comes from the film's heat capacity: with perfect contacts the stack would still need about 70 mW/µm². With the contacts but no film capacity it would need only about 45, because equal contact resistances divide the heat more evenly and send a larger share into the Ge2Sb2Te5. The heater itself rises by 1054 K, so the face temperature is not the heater temperature. At 8 ns the stack's 13.8 coincides with the ideal two-sided value only because the two effects cancel: the film alone would give 14.7 and the contacts alone 12.8.

**Q:** How close is all this to a memory cell?

**A:** That depends on where the heat is released and on the heater's size. In many cells the current also passes through the Ge2Sb2Te5 and heats it from within, which this calculation omits. Suppose the heater is a disc only tens of nanometres across instead of 1 µm. For small $z=a/(2\sqrt{\alpha t})$, the difference $\theta(0,t)-\theta(a,t)$ tends to $qa/k$: the integral of $(1-e^{-a^2/4\alpha t'})/(e\sqrt{\pi t'})$ over all times is $a/(e\sqrt\alpha)=a/k$, by the same integral as in the mode sum. The rise approaches this from below, so $q>k\Delta T/a$ at any duration. This floor equals the 8 ns planar value, 4.79 mW/µm², at $a\approx63$ nm. Half that radius doubles it. For such a cell the planar law is then too low by more than a factor of two at 8 ns.

Material data matter too. A conductivity of 1.5 W/(m K), roughly that of the hexagonal phase, raises the planar power into the Ge2Sb2Te5 alone by $\sqrt3=1.73$. With deep oxide behind the heater and perfect contacts, the heater power rises only by $(1396+1520)/(806+1520)=1.25$, because the oxide's share is unchanged. Starting at 85 °C lowers it to 0.90 of its value. Fourier's law itself looks safe at 0.5 ns: the kinetic estimate $3k/(cv)$, with a sound speed $v$ of roughly 3000 m/s, puts the phonon mean free path near 0.4 nm, against a diffusion length of 13.9 nm.

**Q:** To reset a cell I must melt some depth, not just the face. May I still scale the power as $t^{-1/2}$?

**A:** Not at fixed depth, because that depth is a built-in length. To see it, evaluate $\theta(x,t)$ with $z=x/(2\sqrt{\alpha t'})$, so that $dt'/\sqrt{t'}=-(x/\sqrt\alpha)\,dz/z^2$. Integrating by parts, with $z_0=x/(2\sqrt{\alpha t})$,

$$\theta(x,t)=\frac{qx}{e\sqrt{\pi\alpha}}\int_{z_0}^\infty\frac{e^{-z^2}}{z^2}\,dz=\frac{2q\sqrt t}{e}\left[\frac{e^{-z_0^2}}{\sqrt\pi}-z_0\,\mathrm{erfc}\,z_0\right].$$

The bracket falls steeply once $\sqrt{\alpha t}$ is less than the depth. For 20 nm to reach a 600 K rise by the end of the pulse, the face must rise by 707 K at 32 ns, 842 K at 8 ns, 1229 K at 2 ns and 2984 K at 0.5 ns. The last value lies far outside the range of constant properties; it shows that the requirement has become unreasonable. Heat goes on moving inward after the pulse, so reaching the depth slightly later is less demanding.

These figures also omit latent heat. With a latent heat of roughly 0.8 kJ/cm³, melting 20 nm absorbs about 16 pJ/µm², while the 0.5 ns pulse that just brings the face to melting delivers 9.59 pJ/µm². It cannot melt that layer, however the heat spreads afterwards.

**Q:** Then I keep $\tau$ for pulses of several $\tau$, and use the square root for the onset of melting at the face when heat has reached neither the sink nor the heater's edge.

**A:** For the layer alone, yes, provided the pulses in the square-root range are also very long compared with the heater film's own time $t_h$; about $100\,t_h$ is needed for 10% accuracy in the power. If the heater has material on both sides, the two-sided square-root law holds, prefactor included, when each contact resistance is also small compared with $\sqrt t$ divided by the effusivity of that side.

For long pulses, $R$ and $\tau$ must then be those of the whole stack, not of the layer. For the stack above the slowest time is about 257 ns, and a single constant comes within about 2% only near three times that. With the 1 µm oxide above, the required power still falls from 3.80 to 2.57 mW/µm² between 128 and 512 ns, although 128 ns is already three times the layer's $\tau$. The remaining values are in the numerical output.

## Computed results

```
GST: k = 0.5 W/(m K), c = 1.30 J/(cm3 K)
oxide: k = 1.4 W/(m K), c = 1.65 J/(cm3 K)
heater film: 5 nm, c = 3.00 J/(cm3 K)
contact resistance = 20 m2 K/GW
start 300 K, melting 900 K, rise 600 K
layer depth 200 nm, disc radius 500 nm
diffusivity = 384.6 nm2/ns
effusivity: GST 806, oxide 1520 W s^0.5/(m2 K)
layer R = 400 m2 K/GW, tau = 42.1 ns
Power density in mW/um2 for the target rise at pulse end:
t(ns) length(nm) half-space layer single-tau single/layer
  0.5    13.9    19.172    19.172   127.200   6.635
  2.0    27.7     9.586     9.586    32.368   3.377
  8.0    55.5     4.793     4.793     8.677   1.810
 32.0   110.9     2.397     2.417     2.820   1.166
128.0   221.9     1.198     1.561     1.576   1.010
512.0   443.8     0.599     1.500     1.500   1.000
Energy density in pJ/um2: t(ns) half-space layer single-tau
  0.5     9.59     9.59    63.60
  2.0    19.17    19.17    64.74
  8.0    38.34    38.34    69.41
 32.0    76.69    77.35    90.23
128.0   153.38   199.77   201.68
512.0   306.75   768.00   768.00
single-tau energy floor = 63.2 pJ/um2
single-tau exponent is -1/2 only at t/tau = 1.2564, t = 53.0 ns
8 ns: power into GST under disc = 3.76 mW
8 ns, face held: final flux 3.051, mean 6.103 mW/um2
Full stack: t(ns) heater power(mW/um2) heater rise(K)
  0.5    70.401     1054
  2.0    28.639      802
  8.0    13.759      697
 32.0     6.884      649
128.0     3.798      633
512.0     2.566      630
stack exponents between durations: -0.649 -0.529 -0.500 -0.429 -0.283
two-sided power factor 1 + e_ox/e_gst = 2.89
heater-capacity time: one-sided 0.346 ns, two-sided 0.042 ns
disc-centre rise factor at 8, 32, 128 ns: 1.0000 0.9995 0.9408
surface rise (K) for 20 nm depth to reach target, 0.5-32 ns: 2984 1229 842 707
latent/sensible heat = 1.03; latent heat of 20 nm = 16.0 pJ/um2
power factor if k = 1.5 W/(m K): 1.73
power factor for start at 85 C: 0.903
phonon mean free path = 0.38 nm
melting simulation, equal q^2 t: face rise 1.7715 and 1.7714; linear law 2.7081 (dimensionless)
```
